# Extrapolation Error of Varshni Fits to Single-Einstein-Mode Gap Data above 100 K

## 1. A window far above the phonon temperature

Let a semiconductor gap be lowered by one vibrational mode of energy $\hbar\omega$, with $\Theta=\hbar\omega/k$, according to

$$E(T)=E(0)-2a\,n(T),\qquad n=\frac{1}{e^{x}-1},\qquad x=\frac{\Theta}{T}. \tag{1}$$

The energy $a>0$ is explained in Section 2. We fit Varshni's formula

$$V(T)=E_0-\frac{\alpha T^2}{T+\beta},\qquad \beta>0, \tag{2}$$

to values of $E(T)$ and ask for the extrapolation error $\delta=E_0-E(0)$. A positive $\delta$ means that the extrapolated gap is too large.

The answer is easy to see when all data lie at $T\gg\Theta$. Since $e^x-1=x(1+x/2+x^2/6+\dots)$, inversion through second order in the bracket gives

$$n=\frac1x\left[1-\frac x2-\frac{x^2}{6}+\frac{x^2}{4}+\dots\right]=\frac1x-\frac12+\frac{x}{12}+\dots$$

Hence

$$E(T)=E(0)+a-\frac{2a}{\Theta}T-\frac{a\Theta}{6T}+\dots \tag{3}$$

For Varshni's formula, $(T-\beta)(T+\beta)+\beta^2=T^2$, so that

$$\frac{T^2}{T+\beta}=T-\beta+\frac{\beta^2}{T+\beta},\qquad V(T)=E_0+\alpha\beta-\alpha T-\frac{\alpha\beta^2}{T}+\dots \tag{4}$$

Equating the coefficients of $T$, $1/T$ and $1$ in turn gives

$$\alpha=\frac{2a}{\Theta},\qquad \beta^2=\frac{a\Theta}{6\alpha}=\frac{\Theta^2}{12},\qquad E_0+\alpha\beta=E(0)+a.$$

Since $\alpha\beta=(2a/\Theta)(\Theta/\sqrt{12})=a/\sqrt3$,

$$\boxed{\delta\to a\left(1-\frac1{\sqrt3}\right)\approx0.423\,a}\qquad(T\gg\Theta). \tag{5}$$

Hot data fix a straight line whose intercept at $T=0$ is $E(0)+a$. The true curve ends a distance $a$ below that intercept. Varshni's curve, with its curvature set by the hot data, ends only $0.577a$ below it. The difference is the error.

The first unmatched term is Varshni's $1/T^2$ term, which (3) lacks. The approach to the limit is therefore slow. Least-squares fits on windows from $L\Theta$ to $3L\Theta$ give $\delta/a=0.408$, $0.415$ and $0.419$ for $L=10$, 20 and 40. The distance from the limit halves each time $L$ doubles. A window from 100 to 300 K is far from this regime if $\Theta$ is itself above 100 K, and it needs a separate treatment.

## 2. The data model and its scaling

Assume that the gap depends on the displacement of one harmonic mode through a linear and a quadratic term. The linear term averages to zero. The mean-square displacement in level $v$ is proportional to $2v+1$, so

$$E(T)=E_{\rm b}-a\langle 2v+1\rangle,$$

where $E_{\rm b}$ is the gap without vibrations. With $Z=\sum_v e^{-vx}=1/(1-e^{-x})$,

$$\langle v\rangle=-\frac{d\ln Z}{dx}=\frac{e^{-x}}{1-e^{-x}}=\frac1{e^x-1}=n.$$

Thus $E(T)=E_{\rm b}-a(1+2n)$. At $T=0$ we have $n=0$ and $E(0)=E_{\rm b}-a$, which yields (1). The energy $a$ is the zero-point lowering of this thermally averaged gap, which is the mean energy of the absorption line. The peak of the line follows the mean only for weak coupling; a linear term, although it drops out of the mean, moves the 0–0 transition and can move the peak away from it. With a dimensionless displacement $q$, $\langle q^2\rangle=v+\tfrac12$, the quadratic term is $-2aq^2$, and the potential of the mode in the excited state is $(\hbar\omega/2-2a)q^2$, which is bound only for $a<\hbar\omega/4$. For larger $a$, as in the example below, (1) must be read as an Einstein model: many weakly coupled modes of the same energy whose contributions add up to $a$.

Let the temperatures $T_i$ have equal weights. Put $\tau_i=T_i/\Theta$, $\beta=\Theta B$, $\alpha=(a/\Theta)A$ and $E_0=E(0)+a\varepsilon$. The sum of squared residuals becomes

$$S=a^2\sum_i\left[\varepsilon-\frac{A\tau_i^2}{\tau_i+B}+\frac{2}{e^{1/\tau_i}-1}\right]^2 .$$

The prefactor does not move the minimum, and $E(0)$ has dropped out. Therefore $\delta/a=\varepsilon$ depends only on the scaled temperatures $\tau_i$: the window edges and the spacing in units of $\Theta$. For a given phonon energy and set of temperatures, one computed ratio serves every value of $a$.

## 3. The fitting algorithm

Varshni's formula is linear in $E_0$ and $\alpha$, so these can be eliminated. Write $h_i=T_i^2/(T_i+\beta)$, let $y_i$ be the data, and define residuals as data minus fit:

$$r_i=y_i-E_0+\alpha h_i,\qquad S=\sum_i r_i^2 .$$

At fixed $\beta$, $\partial S/\partial E_0=0$ gives $\sum r_i=0$, or $E_0=\bar y+\alpha\bar h$, where bars are means over the data. Then $r_i=(y_i-\bar y)+\alpha(h_i-\bar h)$. The condition $\partial S/\partial\alpha=0$ gives $\sum r_ih_i=0$. Because $\sum r_i=0$, we may replace $h_i$ by $h_i-\bar h$ and obtain

$$\alpha=-\frac{\sum_i(h_i-\bar h)(y_i-\bar y)}{\sum_i(h_i-\bar h)^2}. \tag{6}$$

Now let $\beta$ vary, with $E_0$ and $\alpha$ following it. Their changes do not contribute to $dS/d\beta$, since $S$ is stationary in both. With $\partial h_i/\partial\beta=-T_i^2/(T_i+\beta)^2$,

$$\frac{dS}{d\beta}=2\alpha\sum_i r_i\frac{\partial h_i}{\partial\beta}=-2g(\beta),\qquad g(\beta)=\alpha\sum_i\frac{r_iT_i^2}{(T_i+\beta)^2}. \tag{7}$$

A minimum is a zero where $g$ passes from positive to negative. The algorithm is:

1. Evaluate $g$ at 60 logarithmically spaced values of $\beta$ from 0.5 to $10^4$ K, using (6) each time.
2. Find the interval in which $g$ changes from positive to negative, and refine the root by bracketing.
3. Compute $\alpha$, $E_0$ and the residuals at that root.
4. If there is no sign change, report that no minimum was found in the scanned range. Do not return its edge as a fitted $\beta$.

A scan cannot exclude two roots between neighbouring grid points. For the main example below, a general three-parameter optimizer started at $\beta=150$ K agreed with this procedure within $10^{-3}$ meV in $E_0$ and $10^{-2}$ K in $\beta$. The restriction $\beta>0$ matters: the same data have a second minimum at $\beta\approx-33$ K, with an rms residual of 0.043 meV instead of 0.033 meV and $\delta\approx38$ meV. That curve has a pole at 33 K, between the data and $T=0$, and an unconstrained optimizer started at a negative $\beta$ such as $-20$ or $-50$ K can land on it.

The direction of a runaway fit can be found. At small $\beta$, $T^2/(T+\beta)^2\approx1-2\beta/T$, and since $\sum r_i=0$,

$$g\approx-2\alpha\beta\sum_i\frac{r_i}{T_i},$$

where $r_i$ are now the residuals about a straight line. The Einstein gap is a concave function of $T$ (shown in Section 4). Its residuals are therefore negative at the ends of the window and positive in the middle. They are orthogonal to every straight line, so we may subtract from $1/T$ its chord through the two places where $r$ changes sign. The convex function $1/T$ minus this chord is positive outside and negative inside. Every nonzero product is then negative, so the sum is negative and $g>0$. Thus $S$ initially falls as $\beta$ rises from zero. If $g$ never changes sign, the fit runs towards large $\beta$, where Varshni's formula becomes $E_0-cT^2$ with $c=\alpha/\beta$.

## 4. Local error analysis

A narrow window supplies, in effect, a value, a slope and a curvature at one temperature $T$. Matching these three quantities gives a closed formula for the error.

From $n=1/(e^x-1)$ we have $dn/dx=-e^x/(e^x-1)^2=-n(n+1)$. Also $dx/dT=-x/T$. Hence, with primes denoting $d/dT$,

$$Tn'=x\,n(n+1),\qquad n'=\frac{x^2}{\Theta}n(n+1).$$

The logarithmic derivative of $n(n+1)$ with respect to $x$ is $-(n+1)-n=-(2n+1)$. Since $T\,d/dT=-x\,d/dx$,

$$w\equiv\frac{Tn''}{n'}=-2+x(2n+1)=x\coth\frac x2-2. \tag{8}$$

This is positive because $\tanh u<u$ for $u>0$, which confirms that $n$ is convex and the gap concave.

For $h=T-\beta+\beta^2/(T+\beta)$,

$$h'=1-\frac{\beta^2}{(T+\beta)^2}=\frac{T(T+2\beta)}{(T+\beta)^2},\qquad h''=\frac{2\beta^2}{(T+\beta)^3}.$$

With $b=\beta/T$, equality of the curvature-to-slope ratios requires

$$\frac{Th''}{h'}=\frac{2b^2}{(1+b)(1+2b)}=w. \tag{9}$$

Multiplying out gives $2(1-w)b^2-3wb-w=0$. Its discriminant is $9w^2+8w(1-w)=w^2+8w$, and for $w<1$ the positive root is

$$b=\frac{3w+\sqrt{w^2+8w}}{4(1-w)}. \tag{10}$$

The slope condition is $\alpha h'=2an'$, and the value condition is $E_0-\alpha h=E(0)-2an$. Therefore $\delta=2a(n'h/h'-n)$. Using $h/h'=T(1+b)/(1+2b)$,

$$\boxed{\frac{\delta}{a}=2n\left[x(n+1)\frac{1+b}{1+2b}-1\right].} \tag{11}$$

At $T=\Theta$ this gives 0.2203. Least-squares fits with half-widths of 10% and 5% about $T=\Theta$, extrapolated to zero width, give the same four digits.

**Hot limit.** For small $x$, $2n+1=2/x+x/6+\dots$, so $w\approx x^2/6$ and $b\approx\sqrt{w/2}=x/\sqrt{12}$. Also $x\,n(n+1)=-x\,dn/dx=1/x+O(x)$, while $(1+b)/(1+2b)=1-b+O(b^2)$. Formula (11) becomes

$$\frac\delta a\to2\left[\frac1x-\frac1{\sqrt{12}}-\frac1x+\frac12\right]=1-\frac1{\sqrt3},$$

in agreement with (5).

**Cold limit of existence.** The left side of (9) is $2/[(1+1/b)(2+1/b)]$. It rises from 0 to 1 as $b$ grows and never reaches 1. A local match with $\beta>0$ therefore needs $x\coth(x/2)<3$. The function $x\coth(x/2)$ has derivative $(\sinh x-x)/[2\sinh^2(x/2)]>0$, so there is one threshold, $x=2.576$. Below $T=\Theta/2.576$ the Einstein gap curves more strongly, relative to its slope, than any Varshni curve with $\beta>0$ can. If the sign restriction is dropped, the root (10) continues with $\beta<-T$ and $\alpha<0$; at $x=3$ it has $\beta=-5.9\,T$ and $\delta/a=0.045$. The other root of the quadratic, $b=-2w/(3w+\sqrt{w^2+8w})$, lies between $-1/2$ and 0 for every $x$ and puts a pole between $T=0$ and the data; at $x=3$ it has $\beta=-0.35\,T$ and $\delta/a=0.62$. Narrow fits centred 10% above the threshold temperature $\Theta/2.576$ had a finite positive $\beta$; those centred 10% below had none in the scanned range.

At the threshold $b\to\infty$, and (11) becomes $\delta/a=n[x(n+1)-2]$. There $x(2n+1)=3$, so $n=(3/x-1)/2=0.082$ and $x(n+1)=(3+x)/2$. The error is $n(x-1)/2\approx0.065$ in units of $a$. It is still positive just before the local match disappears.

## 5. Worked example: 100 to 300 K

Take $E(0)=1.7$ eV, $\hbar\omega=15.0$ meV and $a=30.0$ meV, so $\Theta=174.07$ K. These are rough values in the regime of the optical gap of monolayer WSe$_2$. The synthetic data are 21 noise-free points at 10 K intervals. The fit gives

$$E_0=1706.343\ \text{meV},\quad \alpha=0.35539\ \text{meV/K},\quad \beta=86.83\ \text{K}.$$

The extrapolation error is

$$\delta=1706.34-1700.00=6.34\ \text{meV}=0.00634\ \text{eV},\qquad \frac\delta a=\frac{6.34}{30.0}=0.211.$$

At 100 K the fitted curve has the value

$$1706.343-\frac{0.35539\times100^2}{100+86.83}=1687.321\ \text{meV},$$

against a datum of 1687.237 meV. The discrepancy of 0.084 meV is the largest in the window; the rms residual is 0.033 meV. The error at $T=0$ is thus about 76 times the largest residual. A good fit inside the window gives no measure of the error outside it.

Nor are the fitted parameters those of the hot limit. The coefficient $\alpha$ exceeds the true high-temperature slope magnitude $2a/\Theta=0.34469$ meV/K by 3%. The fitted $\beta$ is well above $\Theta/\sqrt{12}=50$ K. Formula (11), evaluated at the centre of the window, gives $\delta=7.24$ meV, which is 14% above the full fit. It is a useful estimate here, while the hot limit, 12.68 meV, is twice the fitted error.

The lower edge matters strongly. With the upper edge fixed at 300 K and the spacing at 10 K:

| Lower edge (K) | $\delta$ (meV) |
|---:|---:|
| 10 | 2.07 |
| 50 | 4.39 |
| 100 | 6.34 |
| 150 | 7.39 |
| 200 | 8.04 |

Even data from 10 to 300 K leave an error of 2 meV, but there the error is visible: the largest residual is 1.8 meV. A window from 10 to 150 K leaves 1.0 meV. At low temperature Varshni's formula falls as $T^2$, whereas the Einstein gap is exponentially flat, so the two shapes cannot agree. Removing the data below 100 K raises the error threefold.

The effect of phonon energy depends on what is held fixed. For the 100–300 K window, $\delta/a$ falls from 0.269 at 10 meV to 0.0995 at 30 meV. If $a$ stays at 30 meV, $\delta$ falls from 8.1 to 3.0 meV. If instead the high-temperature slope is fixed, $a$ must grow in proportion to $\hbar\omega$, here as $a=2\hbar\omega$. By the scaling result, the errors for phonons of 10, 15, 20, 25 and 30 meV are then 5.4, 6.3, 6.6, 6.4 and 6.0 meV. For this slope and window, the error changes little over a threefold range of phonon energy.

The fitted $\beta$ rises from 47 to 421 K over the same range. For a 60 meV mode, no minimum is found up to $10^4$ K. Its local threshold lies at $4\times67.58=270$ K, so most of the window is on the side where no local match with $\beta>0$ exists. For this window the fitted $\beta$ diverges at a phonon energy of 42.6 meV, where the local threshold is 192 K, close to the window centre. Without the sign restriction, and with $a=30$ meV, the best fit for the 60 meV mode has $\beta\approx-714$ K and $\alpha\approx-0.034$ meV/K, with $\delta\approx0.7$ meV; a poorer minimum at $\beta\approx-60$ K gives $\delta\approx11$ meV.

## 6. Random error is a separate quantity

Suppose each peak position carries an independent random error of zero mean and standard deviation $\sigma$. Linearize the fitted curve about its optimum. The row of the Jacobian $J$ belonging to $T_i$ is

$$\left(1,\;-\frac{T_i^2}{T_i+\beta},\;\frac{\alpha T_i^2}{(T_i+\beta)^2}\right),$$

the derivatives of $V$ with respect to $E_0$, $\alpha$ and $\beta$. Neglecting second derivatives multiplied by the small residuals, a data error $\delta y$ changes the parameters by $(J^{\mathsf T}J)^{-1}J^{\mathsf T}\delta y$. Since the data covariance is $\sigma^2$ times the unit matrix, the parameter covariance is

$$C=\sigma^2(J^{\mathsf T}J)^{-1}. \tag{12}$$

For $\sigma=0.10$ meV, (12) gives a standard error of 0.32 meV in $E_0$. The scatter over 400 fits with simulated Gaussian noise is 0.31 meV. The bias is about 20 times larger. Repeating the whole data set $N$ times and averaging the data before the fit divides the random error by $\sqrt N$ but leaves the 6.34 meV bias of the noise-free fit in place. Linear extrapolation puts the standard error equal to the bias at $\sigma\approx2$ meV, but (12) no longer describes the fits there: at that noise level about one simulated data set in seven gives no minimum in the scanned range of $\beta$.

## 7. What changes for a real WSe$_2$ layer

The model's optical gap is an exciton energy, not the energy for creating a free electron and hole. A real layer also has many phonon modes, may be strained by its substrate, and is often measured through luminescence. Changing one assumption at a time, with the same 100–300 K window, gives these rough sizes:

- **Phonon spread.** Two modes of 10 and 20 meV, with the same total $a$ and high-temperature slope, reduce the error from 6.3 to 5.2 meV. The phonons of WSe$_2$ extend from acoustic modes through the strong Raman modes near 31 meV to optical modes of still higher energy, and a wider pair under the same two constraints acts much more strongly: 8 and 31 meV give 2.2 meV, 5 and 31 meV give 0.1 meV, and 3 and 31 meV give $-1.4$ meV.
- **Substrate strain.** Let the layer adhere fully to a substrate that expands less, with a high-temperature mismatch of $5\times10^{-6}$ K$^{-1}$, a gap that falls by 100 meV per percent of tensile strain, and an Einstein temperature dependence with a 25 meV mode. Counted from its value at $T=0$, the strain raises the gap by 8.9 meV at 300 K, and the extrapolation error relative to the zero-temperature gap of the adhered layer becomes 5.9 meV. If the layer is unstrained at 300 K, that gap lies 8.9 meV below the one of a free layer. The extrapolation error, and even the direction in which the strain changes it, depend on the assumed mode: 15 meV gives an error of 5.4 meV and 40 meV gives 7.7 meV.
- **Luminescence peak.** Let the absorption line be Gaussian with a temperature-independent standard deviation $s=5$ meV, and let the emitting states be thermalized. The error relative to the zero-temperature absorption gap becomes 1.2 meV. A real line broadens on heating; if $s$ rises linearly from 5 meV at 100 K to 10 meV at 300 K, the error is 3.4 meV.

For the 10 and 20 meV pair and a constant $s=5$ meV, the last change is the largest of the three; for $s=2$ meV it is 0.9 meV, less than the 1.1 meV of the pair, and a wide phonon spread can exceed it even at 5 meV. If $\epsilon$ is the energy measured from the absorption peak, emission is proportional to $\exp[-\epsilon^2/(2s^2)-\epsilon/(kT)]$. Setting the derivative of the exponent to zero gives a peak at $\epsilon=-s^2/(kT)$: a shift of $-2.9$ meV at 100 K and $-1.0$ meV at 300 K. In the hot-limit matching this adds $s^2/k$ to $\alpha\beta^2$. With $\alpha=2a/\Theta$ and $k\Theta=\hbar\omega$,

$$\delta\to a-\alpha\beta=a-\sqrt{\frac{a^2}{3}+\frac{2as^2}{\hbar\omega}}. \tag{13}$$

For a temperature-independent $s$, the luminescence shift therefore lowers the extrapolated gap and opposes the Varshni bias. A line that broadens steeply on heating can reverse this: if $s$ rises linearly across the 100–300 K window from 2 to 10 meV, or from 3 to 15 meV, the error is 6.9 or 7.5 meV, above the 6.3 meV found without the shift. In (13) the error even changes sign when $s^2>a\hbar\omega/3$, that is for $s>12.2$ meV here. This criterion belongs to the hot limit: for the 100–300 K window the sign changes already at $s\approx5.6$ meV. The small value of 1.2 meV is a cancellation between two errors for this linewidth, not an improvement of the formula. If the carriers are not thermalized, the shift used here does not apply.

Confusion between exciton and trion lines, laser heating and higher-order electron–phonon terms are not sized here. The 6.3 meV figure is the error of the fitting formula for the stated single-mode data, and it should not be subtracted from a measured WSe$_2$ gap without examining these other effects. The values for the main cases are in the numerical output below.

## Numbers as computed

```
True zero-temperature gap: 1.7000 eV
Phonon energy: 15.0 meV; Theta: 174.07 K
Zero-point lowering a: 30.0 meV
Data: 100 to 300 K, 21 points
Gap at 100 K: 1687.237 meV
Gap at 200 K: 1656.764 meV
Gap at 300 K: 1623.707 meV
Fitted E0: 1706.343 meV = 1.70634 eV
Fitted alpha: 0.35539 meV/K; beta: 86.83 K
True high-T slope magnitude 2a/Theta: 0.34469 meV/K
Extrapolation error: 6.343 meV; divided by a: 0.2114
Fit residual rms: 0.0332 meV
Largest fit residual: 0.0836 meV
Local match at 200 K: beta 78.86 K
Local match at 200 K: error 7.237 meV
Local match at T=Theta: error/a 0.22029
Narrow-window fits at T=Theta: error/a 0.22029
Threshold Theta/T: 2.5757; here T = 67.58 K
High-T limit: error/a 0.42265, 12.679 meV
High-T limit: beta/Theta 0.28868
Window 10 to 30 Theta: error/a 0.40761, beta/Theta 0.29645
Window 20 to 60 Theta: error/a 0.41509, beta/Theta 0.29252
Window 40 to 120 Theta: error/a 0.41886, beta/Theta 0.29059
Window 10 to 300 K: error 2.074 meV
Window 50 to 300 K: error 4.393 meV
Window 100 to 300 K: error 6.343 meV
Window 150 to 300 K: error 7.388 meV
Window 200 to 300 K: error 8.036 meV
Phonon 10 meV, 100-300 K: error/a 0.2692, beta 47.2 K
Phonon 15 meV, 100-300 K: error/a 0.2114, beta 86.8 K
Phonon 20 meV, 100-300 K: error/a 0.1650, beta 146.5 K
Phonon 25 meV, 100-300 K: error/a 0.1282, beta 243.4 K
Phonon 30 meV, 100-300 K: error/a 0.0995, beta 421.1 K
Phonon 60 meV, 100-300 K: no minimum at finite positive beta
Peak-reading noise: 0.10 meV per point
Standard error of E0, linear theory: 0.323 meV
Standard deviation of E0, 400 fits: 0.314 meV
Noise making standard error equal bias (linear): 1.966 meV
Two modes, 10 and 20 meV: error 5.202 meV
Strain inputs: mismatch 5.0e-06 1/K, 100 meV/%, mode 25 meV
Strain shift at 300 K: 8.898 meV
With substrate strain: error 5.891 meV
Absorption line standard deviation: 5.0 meV
Luminescence shift at 100 K: -2.901 meV
Luminescence shift at 300 K: -0.967 meV
With luminescence shift: error 1.186 meV
```
